# The Förster Cycle: Excited-State Acidity of a Photoacid from 0-0 Energies: test program

```python
"""
Result under test (Forster cycle):
    pKa - pKa* = (E_HA - E_A) / (ln10 k T) + log10 R
E_HA, E_A : 0-0 excitation energies of the acid HA and its anion A-
R         : (q*_A / q_A) / (q*_HA / q_HA), q counted from the lowest level
A star marks the excited state. The short formula is the case R = 1.
Energies are in eV, times in ns, temperatures in K unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

K_B = const.k / const.e
LN10 = np.log(10.0)
T = 298.15
KT = K_B * T


def forster_drop(e_acid, e_anion, temperature=T):
    return (e_acid - e_anion) / (LN10 * K_B * temperature)


# ---------- microscopic test of the cycle ----------
def mode_levels(quantum, stiffness=1.0, shift=0.0, quartic=0.0, size=80):
    """Levels of a displaced, possibly anharmonic mode by diagonalization."""
    n = np.arange(size)
    off = np.sqrt(n[1:] / 2.0)
    x = np.diag(off, 1) + np.diag(off, -1)
    kinetic = np.diag(n + 0.5) - x @ x / 2
    y2 = (x - shift * np.eye(size)) @ (x - shift * np.eye(size))
    h = quantum * (kinetic + stiffness * y2 / 2 + quartic * y2 @ y2)
    return np.linalg.eigvalsh(h)


def species(minimum, modes):
    """Return ln z (common energy zero), lowest level, ln q."""
    ln_z = -minimum / KT + sum(logsumexp(-m / KT) for m in modes)
    lowest = minimum + sum(m[0] for m in modes)
    return ln_z, lowest, ln_z + lowest / KT


def counted_pka(ln_z_acid, ln_z_anion, ln_z_proton, box_exponent):
    """pKa from a canonical sum over the number n of dissociated molecules.
    The box holds N acid molecules; its size only keeps n well inside 0..N."""
    total = 20000
    n = np.arange(total + 1)
    ln_box = np.log(total) + box_exponent * LN10
    ln_w = ((total - n) * ln_z_acid
            + n * (ln_z_anion + ln_z_proton + ln_box)
            - gammaln(total - n + 1) - 2 * gammaln(n + 1))
    p = np.exp(ln_w - logsumexp(ln_w))
    mean = np.sum(n * p)
    return -(np.log(mean**2 / np.sum((total - n) * p)) - ln_box) / LN10


QUARTIC = 0.01
low = mode_levels(0.025, quartic=QUARTIC)
acid0 = species(0.0, [low, mode_levels(0.45)])
anion0 = species(0.0, [low])
MIN_ACID, MIN_ANION = 3.65, 3.28
acid1 = species(MIN_ACID, [mode_levels(0.025, shift=1.2, quartic=QUARTIC),
                           mode_levels(0.45, stiffness=(0.40 / 0.45)**2)])
anion1 = species(MIN_ANION, [mode_levels(0.025, shift=0.8, quartic=QUARTIC)])
anion1_soft = species(MIN_ANION, [mode_levels(0.025, stiffness=0.6,
                                              shift=0.8, quartic=QUARTIC)])
ln_proton = -0.79 / KT
test_pka = counted_pka(acid0[0], anion0[0], ln_proton, 9.5)


def cycle_case(excited_anion):
    excited = counted_pka(acid1[0], excited_anion[0], ln_proton, 4.0)
    plain = forster_drop(acid1[1] - acid0[1], excited_anion[1] - anion0[1])
    log_r = (excited_anion[2] - anion0[2] - acid1[2] + acid0[2]) / LN10
    return test_pka - excited, plain, log_r


count_equal, plain_equal, log_r_equal = cycle_case(anion1)
count_soft, plain_soft, log_r_soft = cycle_case(anion1_soft)
minima_drop = forster_drop(MIN_ACID, MIN_ANION)
# Counting N = 20000 molecules leaves relative errors of order 1/N.
assert abs(count_equal - plain_equal) < 2e-4
assert abs(count_equal - minima_drop) > 0.3
assert abs(count_soft - plain_soft - log_r_soft) < 2e-4
assert log_r_soft > 0.03


# ---------- equal entropy at one temperature is not sufficient ----------
def thermal(quantum, temperature):
    """ln q and entropy/k of a harmonic mode from an explicit level sum."""
    x = np.arange(1500) * quantum / (K_B * temperature)
    w = np.exp(-x)
    q = w.sum()
    return np.log(q), np.log(q) + np.sum(x * w) / q


def entropy_change(stiff, temperature):
    return (thermal(0.020, temperature)[1] - thermal(0.025, temperature)[1]
            + thermal(stiff, temperature)[1] - thermal(0.050, temperature)[1])


stiff_mode = brentq(lambda w: entropy_change(w, T), 0.050, 0.120)
ln_r_counter = (thermal(0.020, T)[0] - thermal(0.025, T)[0]
                + thermal(stiff_mode, T)[0] - thermal(0.050, T)[0])
entropy_integral = quad(lambda t: entropy_change(stiff_mode, t), 0, T,
                        limit=200)[0] / T
assert abs(entropy_change(stiff_mode, T)) < 1e-8
assert abs(ln_r_counter - entropy_integral) < 1e-6
assert ln_r_counter / LN10 > 0.01

# ---------- worked example: rough inputs ----------
HC = const.h * const.c / const.e * 1e9
PKA = 9.5
bands_nm = {"acid absorption": 330.0, "acid emission": 355.0,
            "anion absorption": 350.0, "anion emission": 415.0}
band = {name: HC / value for name, value in bands_nm.items()}
e_acid = (band["acid absorption"] + band["acid emission"]) / 2
e_anion = (band["anion absorption"] + band["anion emission"]) / 2
drop = forster_drop(e_acid, e_anion)
pka_excited = PKA - drop
drop_abs = forster_drop(band["acid absorption"], band["anion absorption"])
drop_em = forster_drop(band["acid emission"], band["anion emission"])
stokes_anion = band["anion absorption"] - band["anion emission"]


# ---------- solvent: midpoint against free energy ----------
def solvent_midpoint(k0, k1, origin=3.0):
    x = np.linspace(-4.0, 5.0, 20001)
    g0 = k0 * x**2 / 2
    g1 = origin + k1 * (x - 1)**2 / 2
    w0, w1 = np.exp(-g0 / KT), np.exp(-(g1 - origin) / KT)
    z0, z1 = trapezoid(w0, x), trapezoid(w1, x)
    absorption = trapezoid((g1 - g0) * w0, x) / z0
    emission = trapezoid((g1 - g0) * w1, x) / z1
    free = origin - KT * np.log(z1 / z0)
    return absorption, emission, free


a, e, free = solvent_midpoint(stokes_anion, stokes_anion)
assert abs((a + e) / 2 - free) < 1e-8
assert abs((a - e) / 2 - stokes_anion / 2) < 1e-8
CURVATURE_RATIO = 1.1
k_ground = 2 * stokes_anion / (1 + CURVATURE_RATIO)
k_excited = CURVATURE_RATIO * k_ground
a, e, free = solvent_midpoint(k_ground, k_excited)
curvature_error = (a + e) / 2 - free
# The formula drops a thermal remainder far below 1e-4 eV.
assert abs(curvature_error - (k_excited - k_ground) / 4) < 1e-4

# ---------- other neglected effects ----------
soft_modes = [0.015, 0.025, 0.050]
SOFTENING = 0.10
soft_shift = sum(thermal((1 - SOFTENING) * w, T)[0] - thermal(w, T)[0]
                 for w in soft_modes) / LN10
READ_ERROR = 2.0
e_anion_read = (band["anion absorption"]
                + HC / (bands_nm["anion emission"] + READ_ERROR)) / 2
read_shift = forster_drop(e_acid, e_anion_read) - drop
T_HOT = 383.15
drop_hot = forster_drop(e_acid, e_anion, T_HOT)

# Rate equations for the excited acid and excited anion.
K_REC = 5e10                      # L/(mol s), rough
LIFETIME = 8.0                    # ns, rough, same for both species
PH = 6.0
ka_excited = 10**(-pka_excited)
k_dis = K_REC * ka_excited * 1e-9  # 1/ns


def excited_kinetics(ph, decay, end):
    back = K_REC * 10**(-ph) * 1e-9

    def rates(t, y):
        acid, anion, _ = y
        return [-(k_dis + decay) * acid + back * anion,
                k_dis * acid - (back + decay) * anion, decay * anion]
    return solve_ivp(rates, (0, end), [1.0, 0.0, 0.0],
                     rtol=1e-9, atol=1e-12).y[:, -1]


anion_yield = k_dis * LIFETIME / (1 + k_dis * LIFETIME)
integrated_yield = excited_kinetics(PH, 1 / LIFETIME, 40 * LIFETIME)[2]
# The short yield formula omits the weak return of bulk protons.
assert abs(integrated_yield - anion_yield) < 1e-3
long_time = excited_kinetics(3.5, 0.0, 3000.0)
assert abs(long_time[1] - ka_excited / (ka_excited + 10**-3.5)) < 1e-6
fraction_ground = 1 / (1 + 10**(PKA - PH))
fraction_excited = 1 / (1 + 10**(pka_excited - PH))

# Born energy of an ion, integrated from its electric field.
RADIUS = 0.3                      # nm, rough
EPS_WATER, EPS_FILM = 78.0, 4.0   # rough


def born_formula(eps):
    return const.e / (8 * np.pi * const.epsilon_0 * eps * RADIUS * 1e-9)


def born_field(eps):
    a_m = RADIUS * 1e-9

    def shell(u):
        r = a_m * u
        field = const.e / (4 * np.pi * const.epsilon_0 * eps * r**2)
        density = const.epsilon_0 * eps * field**2 / 2
        return density * 4 * np.pi * r**2 * a_m / const.e
    return quad(shell, 1, np.inf)[0]


for eps in (EPS_WATER, EPS_FILM):
    assert abs(born_field(eps) / born_formula(eps) - 1) < 1e-7
film_cost = 2 * (born_field(EPS_FILM) - born_field(EPS_WATER))
film_shift = film_cost / (LN10 * KT)

# ---------- output ----------
print("TESTS OF THE CYCLE")
print(f"pKa drop by counting, R = 1: {count_equal:.4f}")
print(f"pKa drop from 0-0 energies: {plain_equal:.4f}")
print(f"pKa drop from potential minima: {minima_drop:.4f}")
print(f"Soft excited anion, drop by counting: {count_soft:.4f}")
print(f"Soft excited anion, 0-0 formula: {plain_soft:.4f}")
print(f"Soft excited anion, log10 R: {log_r_soft:.4f}")
print(f"Equal-entropy case, stiffened mode: {stiff_mode*1000:.2f} meV")
print(f"Equal-entropy case, log10 R: {ln_r_counter/LN10:.4f}")
print("WORKED EXAMPLE")
print(f"Temperature: {T:.2f} K")
print(f"kT: {KT:.6f} eV")
print(f"ln10 kT: {LN10*KT:.6f} eV")
print(f"Ground-state pKa (rough input): {PKA:.1f}")
for name in bands_nm:
    print(f"{name}: {bands_nm[name]:.0f} nm = {band[name]:.4f} eV")
print(f"Acid 0-0 energy: {e_acid:.4f} eV")
print(f"Anion 0-0 energy: {e_anion:.4f} eV")
print(f"0-0 difference: {e_acid-e_anion:.4f} eV")
print(f"0-0 difference: {(e_acid-e_anion)*const.e*const.N_A/1000:.2f} kJ/mol")
print(f"pKa drop: {drop:.2f}")
print(f"Excited-state pKa: {pka_excited:.2f}")
print(f"Ratio Ka*/Ka: {10**drop:.2e}")
print(f"Drop from absorption alone: {drop_abs:.2f}")
print(f"Drop from emission alone: {drop_em:.2f}")
print("NEGLECTED EFFECTS")
print(f"Three anion modes: {[round(w*1000) for w in soft_modes]} meV")
print(f"Softened by {SOFTENING*100:.0f} %, change of drop: {soft_shift:+.3f}")
print(f"Anion absorption-emission gap: {stokes_anion:.4f} eV")
print(f"Excited/ground solvent curvature: {CURVATURE_RATIO:.2f}")
print(f"Midpoint minus free energy: {curvature_error:.4f} eV")
print(f"Size of that error in pKa: {curvature_error/(LN10*KT):.2f}")
print(f"Anion emission read {READ_ERROR:.0f} nm too long: {read_shift:+.3f} pKa")
print(f"Drop at {T_HOT:.2f} K, same energies: {drop_hot:.2f}")
print(f"Recombination constant (rough): {K_REC:.1e} L/(mol s)")
print(f"Excited-state lifetime (rough): {LIFETIME:.1f} ns")
print(f"Dissociation rate: {k_dis*1e9:.2e} 1/s")
print(f"Fraction decaying as anion, formula: {anion_yield:.4f}")
print(f"Fraction decaying as anion, integrated: {integrated_yield:.4f}")
print(f"pH of the solution: {PH:.1f}")
print(f"Equilibrium anion fraction, ground: {fraction_ground:.2e}")
print(f"Equilibrium anion fraction, excited: {fraction_excited:.4f}")
print(f"Ion radius (rough): {RADIUS:.1f} nm")
print(f"Permittivity, water and film: {EPS_WATER:.0f}, {EPS_FILM:.0f}")
print(f"Born cost of ion pair, water to film: {film_cost:.3f} eV")
print(f"Rise of both pKa values in film: {film_shift:.1f}")
print("verified")
```

Output:

```
TESTS OF THE CYCLE
pKa drop by counting, R = 1: 5.8317
pKa drop from 0-0 energies: 5.8317
pKa drop from potential minima: 6.2543
Soft excited anion, drop by counting: 5.9327
Soft excited anion, 0-0 formula: 5.8775
Soft excited anion, log10 R: 0.0552
Equal-entropy case, stiffened mode: 68.78 meV
Equal-entropy case, log10 R: 0.0247
WORKED EXAMPLE
Temperature: 298.15 K
kT: 0.025693 eV
ln10 kT: 0.059159 eV
Ground-state pKa (rough input): 9.5
acid absorption: 330 nm = 3.7571 eV
acid emission: 355 nm = 3.4925 eV
anion absorption: 350 nm = 3.5424 eV
anion emission: 415 nm = 2.9876 eV
Acid 0-0 energy: 3.6248 eV
Anion 0-0 energy: 3.2650 eV
0-0 difference: 0.3598 eV
0-0 difference: 34.72 kJ/mol
pKa drop: 6.08
Excited-state pKa: 3.42
Ratio Ka*/Ka: 1.21e+06
Drop from absorption alone: 3.63
Drop from emission alone: 8.54
NEGLECTED EFFECTS
Three anion modes: [15, 25, 50] meV
Softened by 10 %, change of drop: +0.078
Anion absorption-emission gap: 0.5548 eV
Excited/ground solvent curvature: 1.10
Midpoint minus free energy: 0.0132 eV
Size of that error in pKa: 0.22
Anion emission read 2 nm too long: +0.121 pKa
Drop at 383.15 K, same energies: 4.73
Recombination constant (rough): 5.0e+10 L/(mol s)
Excited-state lifetime (rough): 8.0 ns
Dissociation rate: 1.91e+07 1/s
Fraction decaying as anion, formula: 0.1326
Fraction decaying as anion, integrated: 0.1325
pH of the solution: 6.0
Equilibrium anion fraction, ground: 3.16e-04
Equilibrium anion fraction, excited: 0.9974
Ion radius (rough): 0.3 nm
Permittivity, water and film: 78, 4
Born cost of ion pair, water to film: 1.138 eV
Rise of both pKa values in film: 19.2
verified
```
